# Ion energy distribution behind a linear-field sheath with charge exchange, part 1

(Sections cited here and not found follow in the second part.)

## The flux distribution at the wall

The energy \(W\) with which an ion reaches the wall behind a dc sheath can depend on two energies, two lengths and one mass. The energies are \(eV_0\), gained by a charge \(e>0\) in falling through the whole sheath voltage \(V_0\), and \(W_0\), the kinetic energy at entry. The lengths are the sheath width \(s\) and the mean free path \(\lambda\) for charge exchange. The mass is that of the ion, \(M\). Take energy, length and mass as the three independent dimensions, with time following from energy = mass × length²/time². Then \(M\) is the only quantity in the list that contains the dimension of mass, and it cannot enter a dimensionless group. The ion flux \(\Gamma\) contains time and could bring \(M\) back in. However, if the field is prescribed and the ions do not act on one another, doubling \(\Gamma\) doubles the number of arrivals at every energy, so the distribution per arriving ion does not contain \(\Gamma\). It must therefore have the form

\[
F(W)=\frac{1}{eV_0}\,f\!\left(w;\,a,\,w_0\right),\qquad w=\frac{W}{eV_0},\quad a=\frac{s}{\lambda},\quad w_0=\frac{W_0}{eV_0}.
\tag{1}
\]

The prefactor \(1/(eV_0)\) makes \(F(W)\,dW=f(w)\,dw\). The form can be narrowed further. A charge exchange between an ion and an atom of its own gas transfers an electron and leaves the momenta nearly unchanged: the fast ion becomes a fast atom, and the slow atom becomes a slow ion. If the new ion is taken to start at rest, it retains nothing of the entry energy. If, in addition, \(\lambda\) does not depend on energy, the places where new ions are born do not depend on the entry energy either. Then \(w_0\) can appear only in the part of \(f\) that belongs to ions without any collision. That part is a sharp line at \(w=1+w_0\), because all these ions gain the same energy. What remains to be found is the weight of the line and a continuum that depends on \(w\) and \(a\) alone.

The assumptions are these. The sheath is planar and steady; \(x=0\) is its boundary with the plasma and \(x=s\) is the wall. Ions are singly charged and enter along the normal, all with the same energy \(W_0>0\). Resonant charge exchange with cold gas is the sole collision process, and \(\lambda\) does not depend on energy. There is no ionization and no loss of ions inside the sheath. The potential is

\[
\phi(x)=-V_0\,\frac{x^2}{s^2},\qquad
E(x)=-\frac{d\phi}{dx}=\frac{2V_0x}{s^2}.
\tag{2}
\]

The field is zero at the plasma edge, grows linearly, and is positive, so it drives positive ions towards the wall. It is imposed here and not computed from the ion density.

An ion that starts at rest at depth \(y\) has, at a later depth \(x\), the kinetic energy given by the work of the field:

\[
W=e\int_y^x E(x')\,dx'=\frac{2eV_0}{s^2}\int_y^x x'\,dx'=eV_0\,\frac{x^2-y^2}{s^2}.
\tag{3}
\]

At the wall, \(x=s\), this becomes

\[
w=1-\frac{y^2}{s^2}.
\tag{4}
\]

The arrival energy of an ion that was born in the sheath is thus a label for its birthplace. Birth near the wall gives \(w\) near zero, and birth near the plasma gives \(w\) near one. The distribution of energies follows once the distribution of birthplaces is known.

For this the rate of charge exchange is needed. An ion of speed \(v\) covers the path \(v\,dt\) in the time \(dt\) and collides with probability \(v\,dt/\lambda\). Let \(n(x,v)\,dv\) be the density of ions with speeds in \(dv\). The number of exchanges per unit volume and time is

\[
R(x)=\int_0^\infty n(x,v)\,\frac{v}{\lambda}\,dv=\frac{1}{\lambda}\int_0^\infty n(x,v)\,v\,dv=\frac{\Gamma(x)}{\lambda}.
\tag{5}
\]

The second equality uses the constancy of \(\lambda\). With an energy-dependent mean free path the factor \(1/\lambda\) would stay under the integral, and the rate would depend on the speed distribution that is being sought. The last equality holds because all ions move towards the wall, so that the integral of density times speed is the net flux.

Each exchange removes one ion at \(x\) and creates one ion at the same \(x\). The gain and loss terms in the continuity equation are therefore equal:

\[
\frac{d\Gamma}{dx}=R(x)-R(x)=0,\qquad \Gamma(x)=\Gamma .
\tag{6}
\]

It follows that new ions appear at the uniform rate \(\Gamma/\lambda\) per unit volume, at every depth, whatever the strength of the field there.

Next comes the probability \(P\) that an ion born at \(y\) reaches \(x\) without a further exchange. Over a short path \(dx\) it falls by the fraction \(dx/\lambda\):

\[
\frac{dP}{dx}=-\frac{P}{\lambda},\quad P(y)=1\quad\Longrightarrow\quad P(x)=e^{-(x-y)/\lambda}.
\tag{7}
\]

The path length equals \(x-y\) because the motion is straight and forward. The flux reaching the wall from births in \(dy\) is \((\Gamma/\lambda)\,dy\,e^{-(s-y)/\lambda}\). Divided by \(\Gamma\), this gives the probability density of the last birthplace of an arriving ion,

\[
p(y)=\frac{1}{\lambda}\,e^{-(s-y)/\lambda},\qquad 0<y<s.
\tag{8}
\]

Its integral is

\[
\int_0^s p(y)\,dy=\Big[e^{-(s-y)/\lambda}\Big]_0^s=1-e^{-a}.
\tag{9}
\]

The missing probability \(e^{-a}\) is that of an entering ion crossing the whole width \(s\) without collision, by (7) with \(y=0\), \(x=s\). Births and uncollided ions together account for every arrival.

Equation (8) already includes ions that are the product of many successive exchanges. To see this, follow one unit of charge as it is handed from ion to ion. Its exchanges occur with probability \(dy/\lambda\) in each element of depth, independently of earlier ones. The \(k\)th exchange then lies in \(dy\) if \(k-1\) exchanges occurred before \(y\) and one occurs in \(dy\), which has the Poisson probability

\[
\frac{(y/\lambda)^{k-1}}{(k-1)!}\,e^{-y/\lambda}\,\frac{dy}{\lambda}.
\]

Summing over \(k=1,2,\dots\) turns the power series into \(e^{y/\lambda}\), which cancels \(e^{-y/\lambda}\) and leaves \(dy/\lambda\). This is the uniform birth rate per unit flux found in (5) and (6). The number of exchanges per transported charge has mean \(a\), and \(e^{-a}\) is the probability of none.

The change of variable from \(y\) to \(w\) uses (4). Since \(y\ge 0\),

\[
y=s\sqrt{1-w},\qquad \frac{dy}{dw}=-\frac{s}{2\sqrt{1-w}}.
\tag{10}
\]

The minus sign says that a deeper birthplace gives a lower energy. Probability in corresponding intervals is the same, so the absolute value enters:

\[
f_{\rm c}(w)=p(y)\left|\frac{dy}{dw}\right|
=\frac{1}{\lambda}\,e^{-(s-s\sqrt{1-w})/\lambda}\,\frac{s}{2\sqrt{1-w}} .
\]

With \(s/\lambda=a\), and with the uncollided ions added at their energy \(eV_0+W_0\), the complete distribution is

\[
\boxed{\,f(w)=\frac{a}{2\sqrt{1-w}}\;e^{-a\left(1-\sqrt{1-w}\right)}\,\Theta(w)\,\Theta(1-w)+e^{-a}\,\delta(w-1-w_0)\,}
\tag{11}
\]

where \(\Theta\) is the unit step. In energy units, \(F(W)=f(W/eV_0)/(eV_0)\), and the line term becomes \(e^{-a}\,\delta(W-eV_0-W_0)\).

Two separate features lie near full energy. The first is the line, whose weight is \(e^{-a}\). The second is the upper edge of the continuum, where

\[
f_{\rm c}(w)\simeq\frac{a\,e^{-a}}{2\sqrt{1-w}}\qquad(w\to1).
\tag{12}
\]

This diverges, but its integral from \(1-\delta\) to 1 is \(a\,e^{-a}\sqrt{\delta}\) to leading order, which vanishes with \(\delta\). The edge has no finite weight concentrated at \(w=1\). It consists of ions that have collided, and it arises because the field vanishes at the plasma boundary: the potential is flat there, and a whole range of birthplaces leads to nearly the same arrival energy. A uniform field shows the contrast. Then \(w=1-y/s\), \(|dy/dw|=s\), and (8) gives the continuum \(a\,e^{-aw}\), which is finite at \(w=1\). The line keeps its weight \(e^{-a}\), since (7) contains path length but no field.

The line and the edge are separated by the entry energy \(W_0\). No ion arrives between \(eV_0\) and \(eV_0+W_0\) in this model. If the entering ions have a normalized distribution \(h(W_0)\) of energies instead of a single one, each energy contributes its own line with the same attenuation. The line term is replaced by \(e^{-a}h(W-eV_0)\), and the continuum does not change.

The result can be confirmed from a local balance at every depth. Let \(\xi=x/s\), and let \(g(\xi,w)\,dw\) be the fraction of the flux at depth \(\xi\) carried by ions with energy in \(dw\). Between \(\xi\) and \(\xi+d\xi\) every ion gains \(dw=2\xi\,d\xi\), by (3), and a fraction \(a\,d\xi\) of them is lost by exchange. For \(w>0\),

\[
g(\xi+d\xi,\,w+2\xi\,d\xi)=(1-a\,d\xi)\,g(\xi,w).
\]

Expanding the left side to first order in \(d\xi\) gives

\[
\frac{\partial g}{\partial \xi}+2\xi\,\frac{\partial g}{\partial w}=-a\,g .
\tag{13}
\]

The new ions supply the boundary condition. Those born between \(\xi\) and \(\xi+d\xi\) make up the fraction \(a\,d\xi\) of the flux, and at \(\xi+d\xi\) they occupy energies from zero to \(2\xi\,d\xi\). Hence \(g(\xi,0^+)\,2\xi\,d\xi=a\,d\xi\), or

\[
2\xi\,g(\xi,0^+)=a .
\tag{14}
\]

The solution is

\[
g(\xi,w)=\frac{a}{2u}\,e^{-a(\xi-u)}\;\Theta(\xi^2-w)+e^{-a\xi}\,\delta(w-w_0-\xi^2),\qquad u=\sqrt{\xi^2-w}.
\tag{15}
\]

To verify the continuum, note that \(\partial u/\partial\xi=\xi/u\) and \(\partial u/\partial w=-1/(2u)\). The operator \(D=\partial_\xi+2\xi\,\partial_w\) therefore gives \(Du=\xi/u-\xi/u=0\): \(u\) is the scaled birthplace and stays fixed as the ion moves. With \(u\) constant under \(D\), the sole contribution to \(D\ln g\) comes from the factor \(e^{-a\xi}\), and \(D\ln g=-a\), which is (13). At \(w=0\) one has \(u=\xi\), so \(g=a/(2\xi)\), which is (14). For the beam, \(D\) acting on the delta function gives \(-2\xi\,\delta'+2\xi\,\delta'=0\), and the factor \(e^{-a\xi}\) again supplies \(-a\). Setting \(\xi=1\) in (15) reproduces (11).

The function \(f\) counts arrivals per unit time, which is what matters for the rate of an energy-dependent surface process and for a detector that counts ions passing an aperture. The distribution of ions present per unit volume just in front of the wall is different. Flux is density times speed, so the density distribution is proportional to \(f(w)/\sqrt{w}\), which gives more weight to slow ions.

A numerical case with round model parameters fixes the magnitudes. Let \(V_0=200\) V, \(s=5.0\) mm and \(W_0=2.0\) eV. Let the gas have pressure \(p_{\rm g}=5.0\) Pa and temperature \(T=300\) K, with an exchange cross section \(\sigma=5.0\times10^{-19}\ {\rm m^2}\). The gas density is \(n_{\rm g}=p_{\rm g}/(k_{\rm B}T)=1.207\times10^{21}\ {\rm m^{-3}}\), and

\[
\lambda=\frac{1}{n_{\rm g}\sigma}=1.657\ {\rm mm},\qquad
a=\frac{5.0\ {\rm mm}}{1.657\ {\rm mm}}=3.018,\qquad e^{-a}=0.0489 .
\]

About 4.9 % of the ions form the line at 202 eV. The continuum starts at \(F(0)=a/(2eV_0)=3.018/(400\ {\rm eV})=7.54\times10^{-3}\ {\rm eV^{-1}}\). At 150 eV, \(\sqrt{1-w}=\sqrt{0.25}=0.5\), and

\[
F(150\ {\rm eV})=\frac{3.018}{2\times0.5\times200\ {\rm eV}}\,e^{-3.018\times0.5}=3.34\times10^{-3}\ {\rm eV^{-1}} .
\]

The values at 50 and 100 eV are \(5.81\times10^{-3}\) and \(4.41\times10^{-3}\ {\rm eV^{-1}}\). Between 150 and 190 eV the fall turns into a rise: the continuum is \(3.24\times10^{-3}\ {\rm eV^{-1}}\) at 190 eV and \(6.46\times10^{-3}\ {\rm eV^{-1}}\) at 199 eV. The last rise is the edge (12), made of ions that have collided near the plasma boundary.

The energy distribution of the ion flux at the wall is now known for the assumed linear field: a continuum from ions that have collided, and a separate line of weight \(e^{-a}\) from those that have not. What remains is to derive from it the fractions above a given energy and the mean energies, and to examine the limits of the model.
